\section*{Valley couplings from the 1s levels of phosphorus in silicon}

\section*{Question}

I am trying to turn the three measured 1s binding energies of a phosphorus donor in silicon into couplings between the conduction-band valleys. The energies are 45.59 meV for $A_1$, 33.89 meV for $T_2$ and 32.58 meV for $E$. I want one coupling for opposite valleys, such as $+x$ and $-x$, and one for perpendicular valleys, such as $+x$ and $+y$.

I wrote a six-by-six matrix and set its diagonal to the single-valley effective-mass energy, which I computed as $-29.61$ meV. The $T_2$ and $E$ levels then gave me two positive couplings, but with these the $A_1$ level comes out near $-11$ meV instead of $-45.59$ meV. What is wrong? Why are two couplings enough, and do their signs mean anything, given that I can change the phases of the valley functions?

\section*{Answer}

The matrix is right, but its diagonal energy is a third unknown. The phosphorus core shifts each valley's own energy as well as coupling the valleys, so the diagonal must come from the levels too. Three levels then fix three numbers.

\subsection*{Why three numbers are enough}

Take an isolated donor in unstrained silicon, without external fields and without spin-orbit coupling. Each valley $j$ supplies one 1s function $\phi_j$, a Bloch function at the valley minimum times a slowly varying envelope. The site has tetrahedral symmetry.

The operations that leave the $+x$ valley in place are the identity, the half-turn about $x$ and two mirrors whose planes contain the $x$ axis. The lowest conduction-band Bloch function at the minimum is unchanged by these, and so is the 1s envelope. We can therefore define the other five functions by applying tetrahedral operations to $\phi_{+x}$. Two operations that lead to the same valley give the same function, so the whole group permutes the six functions without extra signs. If they overlap slightly, symmetric orthogonalisation makes them orthonormal and preserves this property.

Let $H$ be the effective Hamiltonian within the 1s manifold, whose eigenvalues are the observed levels. Symmetry restricts it as follows.

\begin{itemize}
\item All valleys are equivalent, so all diagonal elements equal one real number $E_0$.
\item Threefold rotations carry one opposite pair into another, so all opposite pairs share one coupling $D_1$. The half-turn about $z$ exchanges $+x$ and $-x$. Hence $H_{x,-x}=H_{-x,x}=H_{x,-x}^*$, and $D_1$ is real.
\item With $+x$ held in place, the operations listed above carry $+y$ into $-y$, $+z$ and $-z$. All perpendicular pairs therefore share one coupling $D_2$. A mirror exchanges $+x$ and $+y$, so $D_2$ is real as well.
\end{itemize}

For a state $\sum_j c_j\phi_j$ of energy $\varepsilon$, the row of the eigenvalue equation belonging to $+x$ is
\begin{equation}
\varepsilon c_x=E_0c_x+D_1c_{-x}+D_2(c_y+c_{-y}+c_z+c_{-z}).
\label{row}
\end{equation}
The other five rows follow by relabelling.

\subsection*{The three levels}

Order the coefficients as $(+x,-x,+y,-y,+z,-z)$. The fully symmetric state is $(1,1,1,1,1,1)$. Each row contains one diagonal element, one opposite coupling and four perpendicular couplings:
\begin{equation}
\varepsilon_A=E_0+D_1+4D_2 .
\label{A}
\end{equation}

For the odd state $(1,-1,0,0,0,0)$, the $+x$ row gives $E_0-D_1$ and the $-x$ row gives $-(E_0-D_1)$. In each of the other rows the two contributions are $D_2-D_2=0$. This is an eigenstate, and so are its $y$ and $z$ partners. They form $T_2$:
\begin{equation}
\varepsilon_T=E_0-D_1 .
\label{T}
\end{equation}

Two even states remain, orthogonal to the symmetric one. Take $(1,1,-1,-1,0,0)$. Its $x$ rows give $E_0+D_1-2D_2$, its $y$ rows give minus this value, and its $z$ rows give $2D_2-2D_2=0$. For the other state, $(1,1,1,1,-2,-2)$, the $x$ and $y$ rows give $E_0+D_1+(2-4)D_2$, while the $z$ rows give $-2(E_0+D_1)+4D_2$, which is $-2$ times the same energy. Thus the $E$ doublet has
\begin{equation}
\varepsilon_E=E_0+D_1-2D_2 .
\label{E}
\end{equation}

\subsection*{Solving for the couplings}

Subtracting \eqref{E} from \eqref{A} removes $E_0$ and $D_1$:
\begin{equation}
\varepsilon_A-\varepsilon_E=6D_2,
\qquad
D_2=\frac{\varepsilon_A-\varepsilon_E}{6}.
\label{D2}
\end{equation}
To remove $D_2$ instead, add \eqref{A} to twice \eqref{E}:
\begin{equation}
\varepsilon_A+2\varepsilon_E=3E_0+3D_1 .
\end{equation}
Subtracting $3\varepsilon_T=3E_0-3D_1$ leaves $6D_1$, so
\begin{equation}
D_1=\frac{\varepsilon_A+2\varepsilon_E-3\varepsilon_T}{6}.
\label{D1}
\end{equation}
Adding $3\varepsilon_T$ leaves $6E_0$:
\begin{equation}
E_0=\frac{\varepsilon_A+3\varepsilon_T+2\varepsilon_E}{6}.
\label{E0}
\end{equation}
The diagonal energy is the mean of the six levels, counted with their degeneracies.

Measured from the conduction-band edge, a bound level is minus its binding energy. Therefore
\begin{align}
D_2&=\frac{-45.59+32.58}{6}
=\frac{-13.01}{6}=-2.168\ \mathrm{meV},\\
D_1&=\frac{-45.59-65.16+101.67}{6}
=\frac{-9.08}{6}=-1.513\ \mathrm{meV},\\
E_0&=\frac{-45.59-101.67-65.16}{6}=-35.403\ \mathrm{meV}.
\end{align}
The couplings are about $-1.5$ meV for opposite valleys and $-2.2$ meV for perpendicular valleys, or $-0.0015$ and $-0.0022$ eV. Inserting positive binding energies instead would reverse both signs, because it would diagonalise $-H$.

If each input is uncertain by 0.005 meV, the coefficients in \eqref{D1} and \eqref{D2} give largest errors of 0.005 meV in $D_1$ and 0.0017 meV in $D_2$. The level labels matter much more. Exchanging $T_2$ and $E$ would give $D_1=-2.605$ meV and $D_2=-1.950$ meV. Note also that three parameters can reproduce any three levels, so the fit itself is no evidence for a particular model of the core.

\subsection*{What the signs mean}

Multiplying each $\phi_j$ by a phase $e^{i\theta_j}$ changes $H_{jl}$ into $e^{i(\theta_l-\theta_j)}H_{jl}$. Single couplings therefore depend on the phases. Around a closed loop the phases cancel:
\begin{align}
H_{x,-x}H_{-x,y}H_{y,x}&=D_1D_2^2=-7.115\ \mathrm{meV}^3,\\
H_{x,y}H_{y,z}H_{z,x}&=D_2^3=-10.195\ \mathrm{meV}^3 .
\end{align}
In the convention used here both couplings are real, so the second product requires $D_2<0$ and the first then requires $D_1<0$. Reversing the signs of the three functions on the negative axes would make the opposite couplings positive, but the perpendicular couplings would no longer all be equal. The loop products would stay the same.

\subsection*{Two limits that explain the pattern}

First suppose that the core acts as an attractive contact potential at the nucleus. Every tetrahedral operation leaves the nucleus in place, so all six $\phi_j$ have the same value there. Every element of the contact matrix, including the diagonal, is then the same number $W<0$. Acting on a coefficient vector, this matrix gives $W\sum_jc_j$ in each row. The sum is six for $(1,1,1,1,1,1)$ and zero for the $T_2$ and $E$ states. In first order $A_1$ moves by $6W$ and the other five levels do not move. The $A_1$ state is lowest because its six waves add in phase at the attractive core.

In this limit $D_1=D_2$, and $T_2$ and $E$ coincide. Equations \eqref{T} and \eqref{E} give, in general,
\begin{equation}
\varepsilon_E-\varepsilon_T=2(D_1-D_2).
\label{split}
\end{equation}
The data give 1.31 meV for this separation, against 13.01 meV between $E$ and $A_1$. The contact picture thus describes the main splitting, but it cannot give the order of the upper levels.

Now set $D_1=0$ and keep $D_2=-2.168$ meV. The $E$ doublet would lie $2|D_2|=4.34$ meV above $T_2$. Restoring $D_1$ lowers $E$ by 1.513 meV and raises $T_2$ by the same amount, so the separation falls to $4.34-3.03=1.31$ meV. The small separation comes from a partial cancellation between two couplings of similar size. It does not show that either coupling is small.

\subsection*{Why your diagonal energy failed}

With $E_0=-29.61$ meV, \eqref{T} gives $D_1=-29.61+33.89=4.28$ meV. Equation \eqref{E} then gives $D_2=(-29.61+4.28+32.58)/2=3.63$ meV, and \eqref{A} places $A_1$ near $-11$ meV, as you found.

Your number can be reproduced with rough silicon parameters: transverse mass $m_t=0.19$, longitudinal mass $m_l=0.92$ and relative permittivity $\kappa=11.7$. In atomic units, for a valley along $z$,
\begin{equation}
H_{\rm env}=-\frac{\partial_x^2+\partial_y^2}{2m_t}
-\frac{\partial_z^2}{2m_l}-\frac{1}{\kappa r}.
\end{equation}
Use the normalised trial envelope
\begin{equation}
F=\frac{e^{-s}}{\sqrt{\pi a^2b}},\qquad
s=\sqrt{\frac{x^2+y^2}{a^2}+\frac{z^2}{b^2}} .
\end{equation}
In the scaled coordinates $x/a$, $y/a$, $z/b$ this is a hydrogen 1s function. Its mean squared gradient is 1, or $1/3$ per direction, and its mean of $1/s$ is 1. If $\mu$ is the cosine of the scaled polar angle, then $r=s\sqrt{a^2+(b^2-a^2)\mu^2}$. The energy is therefore
\begin{equation}
\varepsilon(a,b)=\frac{1}{3m_ta^2}+\frac{1}{6m_lb^2}
-\frac{1}{\kappa}\int_0^1
\frac{d\mu}{\sqrt{a^2+(b^2-a^2)\mu^2}} .
\end{equation}
Minimisation gives $a=2.44$ nm, $b=1.40$ nm and $-29.61$ meV, an upper bound on the ground energy of this single-valley model. The fitted $E_0$ lies 5.80 meV lower. That difference contains the core's action within one valley, but also the error of the trial function and of the rough parameters. The first is small: the converged ground energy of the same model is $-29.65$ meV, 0.04 meV lower. The second is not: with $m_t=0.1905$, $m_l=0.9163$ and $\kappa=11.4$ the converged energy is $-31.26$ meV and the difference falls to 4.14 meV. None of this enters \eqref{D2} and \eqref{D1}.

\subsection*{Effective couplings and bare matrix elements}

The extracted numbers already include the admixture of higher donor states. The simplest illustration adds one 2s state to each symmetry channel. Let $e_1=-29.61$ meV and $e_2=e_1/4$, and let a contact shift $w$ act on 1s. The hydrogenic density at the nucleus is eight times smaller for 2s, so the matrix is
\begin{equation}
\begin{pmatrix}
e_1+w&w/\sqrt8\\
w/\sqrt8&e_2+w/8
\end{pmatrix}.
\end{equation}
Require an observed level $\varepsilon$ to be an eigenvalue and write $g_i=e_i-\varepsilon$. The terms in $w^2$ cancel in the determinant, leaving
\begin{equation}
g_1g_2+w\left(\frac{g_1}{8}+g_2\right)=0,
\qquad
w=-\frac{g_1g_2}{g_1/8+g_2}.
\end{equation}
For $A_1$, $g_1=15.98$ and $g_2=38.19$ meV, so $w=-15.2$ meV. The same calculation gives $-4.2$ meV for $T_2$ and $-2.9$ meV for $E$. Using these shifts in \eqref{D1} and \eqref{D2} gives bare couplings of about $-1.41$ and $-2.04$ meV, smaller in magnitude than the effective ones by 6 to 7 per cent. This shows the direction of the effect, not its full size, because a short-range core also mixes in continuum states. Their part can be much larger. In an isotropic hydrogenic model with the same $e_1$ and $\kappa=11.7$, so that the effective Bohr radius is 2.08 nm, take a Gaussian core $-V_0e^{-(r/r_0)^2}$ with $r_0=0.2$ nm and fit $V_0$ separately to each level. The first-order shifts then give bare couplings of only about $-0.25$ meV for opposite valleys and $-0.56$ meV for perpendicular ones. These values depend strongly on $r_0$: with $r_0=0.5$ nm they become $-0.53$ and $-0.96$ meV. They also depend on how the isotropic model is chosen: mass 0.19 with the same $e_1$ (radius 2.60 nm) gives $-0.19$ and $-0.48$ meV at $r_0=0.2$ nm. The extracted couplings should therefore not be read as bare matrix elements of the core potential. In both models the shifts of $T_2$ and $E$ are only fitted: a true contact potential would not act on these levels at all.

A second difference arises if a microscopic calculation keeps overlapping valley functions. Let opposite functions overlap by a small real number $\sigma$. To first order, returning from the orthonormal basis to the overlapping one changes the raw opposite element from $D_1$ to $D_1+\sigma E_0$. For the trial envelope, the term with the shortest wavevector would, from the envelope alone, be at most
\begin{equation}
|\sigma|\le\left[1+\left(\frac{qb}{2}\right)^2\right]^{-2}=0.021,
\qquad q=3.47\ \mathrm{nm}^{-1}.
\end{equation}
Here $q$ is the shortest wavevector joining opposite valleys after a reciprocal-lattice vector is added, for a lattice constant of 0.543 nm and minima at 0.85 of the way to the zone edge. This ceiling sets the Bloch-function weight to one; with $\sigma>0$ it would change the raw element by $-0.75$ meV. In silicon, however, crystal symmetry removes this term. Write the Bloch function of the $+x$ valley as $e^{ikx}u$; that of the $-x$ valley is its complex conjugate, up to a phase. The weight is then the size of the Fourier component of $u^2$ at wavevector $4\pi/L$ along $x$, where $L$ is the lattice constant. A quarter-turn about $x$ followed by a shift of $L/4$ along each axis maps the perfect crystal onto itself. It changes $u$ by at most a sign, so it leaves $u^2$ unchanged. But the shift multiplies this Fourier component by $e^{\pm i\pi}=-1$, so the component must be zero. Among the remaining terms the largest ceiling belongs to $q=19.7\ \mathrm{nm}^{-1}$. The same formula gives about $3\times10^{-5}$ for it, which would change the raw element by at most about 0.001 meV. Adding the ceilings of all remaining terms with reciprocal-lattice vectors up to about $57\ \mathrm{nm}^{-1}$ gives about $1\times10^{-4}$, or 0.004 meV. For opposite valleys and this envelope the second difference is therefore negligible.

\subsection*{Where this applies in real silicon}

The extraction suits lightly doped, unstrained material. At a donor density of $10^{15}$ cm$^{-3}$ the mean spacing is 100 nm, about 41 transverse radii; at a few $10^{18}$ cm$^{-3}$ phosphorus-doped silicon becomes metallic and isolated levels are no longer a valid starting point. The absence of strain is an assumption that can fail in devices. With a rough deformation potential of 9 eV, a uniaxial strain difference of $10^{-4}$ raises the $z$ valleys by 0.90 meV relative to the others. The mean valley shift moves all levels together and is removed here, so the $z$ valleys rise by 0.60 meV and the other four fall by 0.30 meV. The odd $T_2$ states remain eigenstates and split by 0.90 meV, while $A_1$ moves by about $-0.01$ meV. If the raised $T_2$ component, 0.60 meV above the unstrained level, were taken for the whole triplet and the other two levels were held at their unstrained values, \eqref{D1} would change $D_1$ by $-0.30$ meV, or 20 per cent of its size. Deliberately strained layers can have strains near $10^{-2}$; the valley shifts then exceed all the couplings, and the three-level formulas fail. Gate fields and nearby interfaces also lower the symmetry, and their effect is not estimated here.

Temperature decides which levels are occupied. Among electrons bound in the 1s manifold, Boltzmann weights with degeneracies 1, 3 and 2 put nearly all of them in $A_1$ at 4 K. At 40 K the fractions are 87 per cent in $A_1$, 9 per cent in $T_2$ and 4 per cent in $E$, so absorption lines that start from the upper levels then have occupied initial states. These fractions leave out ionised donors. The remaining digits are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Input binding energy A1: 45.59 meV
Input binding energy T2: 33.89 meV
Input binding energy E: 32.58 meV
Diagonal energy E0: -35.403 meV
Opposite-valley coupling D1: -1.513 meV = -0.001513 eV
Perpendicular-valley coupling D2: -2.168 meV = -0.002168 eV
E minus T2 level: 1.31 meV
E minus A1 level: 13.01 meV
Loop product D1*D2^2: -7.115 meV^3
Loop product D2^3: -10.195 meV^3
Assumed input rounding half-width: 0.005 meV
Largest rounding error D1: 0.0050 meV
Largest rounding error D2: 0.0017 meV
D1 if T2 and E labels are exchanged: -2.605 meV
D2 if T2 and E labels are exchanged: -1.950 meV
Rough transverse mass: 0.19 electron masses
Rough longitudinal mass: 0.92 electron masses
Rough relative permittivity: 11.7 (no unit)
Variational transverse radius a: 2.44 nm
Variational longitudinal radius b: 1.40 nm
Single-valley kinetic energy: 29.61 meV
Single-valley potential energy: -59.21 meV
Single-valley variational energy: -29.61 meV
Isotropic energy with transverse mass: -18.88 meV
E0 minus single-valley energy: -5.80 meV
Rough lattice constant: 0.543 nm
Rough valley position: 0.85 of zone-edge distance
Shortest opposite-valley wavevector: 3.47 nm^-1
Shortest perpendicular wavevector: 11.83 nm^-1
Leading opposite-overlap ceiling: 0.0212 (no unit)
Raw D1 change at that overlap: -0.75 meV
2s/1s core-density ratio: 0.125 (no unit)
Rough bare D1 from two-shell model: -1.41 meV
Rough bare D2 from two-shell model: -2.04 meV
Rough deformation potential: 9.0 eV
Example uniaxial strain difference: 1.0e-04 (no unit)
Strain splitting of T2: 0.90 meV
Strain shift of A1: -0.0135 meV
Thermal energy at 4 K: 0.345 meV
Bound 1s fraction A1 at 4 K: 1.000e+00 (no unit)
Bound 1s fraction T2 at 4 K: 5.442e-15 (no unit)
Bound 1s fraction E at 4 K: 8.112e-17 (no unit)
Thermal energy at 40 K: 3.447 meV
Bound 1s fraction A1 at 40 K: 8.721e-01 (no unit)
Bound 1s fraction T2 at 40 K: 8.782e-02 (no unit)
Bound 1s fraction E at 40 K: 4.003e-02 (no unit)
Example donor density: 1.0e+15 cm^-3
Mean donor spacing: 100 nm
Spacing over transverse radius: 41 (no unit)
\end{verbatim}
